\section*{Dipole repulsion between adsorbates on a metal and its factor of two}

Two equal point charges $q$ sit at height $d$ above the flat surface of an ideal metal, a lateral distance $r$ apart. The metal fills $z<0$ and is held at potential zero. Gaussian units are used; for SI, every energy, potential or field written in terms of charges is converted by dividing each Coulomb factor ($q^2$ in an energy, $q$ in a potential or field) by $4\pi\varepsilon_0$, the relation $\sigma=E_z/4\pi$ used below becomes $\sigma=\varepsilon_0E_z$, the field energy density $|\mathbf E|^2/8\pi$ becomes $\varepsilon_0|\mathbf E|^2/2$, and the Thomas--Fermi density $-\varphi/(4\pi\lambda^2)$ becomes $-\varepsilon_0\varphi/\lambda^2$. In the vacuum, one charge and its screening charge produce the potential
\begin{equation}
\varphi(\rho,z)=\frac{q}{\sqrt{\rho^2+(z-d)^2}}-\frac{q}{\sqrt{\rho^2+(z+d)^2}},
\label{phi}
\end{equation}
where $\rho$ is the lateral distance from the charge. The second term is the potential of an image charge $-q$ at $z=-d$. The sum vanishes at $z=0$ and has the right source in $z>0$, so it is the solution there.

To find the energy, let all outside charges grow together as $tq$, with $t$ running from 0 to 1. The potentials are linear in the charges, so they grow as $t\varphi_i$, and the work done is
\begin{equation}
W=\sum_i\int_0^1 (t\varphi_i)\,q\,dt=\frac12\sum_i q\,\varphi_i .
\label{work}
\end{equation}
Here $\varphi_i$ is the potential at charge $i$ without that charge's own Coulomb potential, but with that of its own image, $-q/(2d)$. The other charge and its image contribute $q/r-q/\sqrt{r^2+4d^2}$. Hence
\begin{equation}
W=2\left(-\frac{q^2}{4d}\right)+\frac12\cdot 2\,q^2\left(\frac1r-\frac1{\sqrt{r^2+4d^2}}\right).
\end{equation}
The self-image energies keep the factor $\tfrac12$. In the interaction it is cancelled, because each charge feels the other:
\begin{equation}
U(r)=q^2\left(\frac1r-\frac1{\sqrt{r^2+4d^2}}\right).
\label{exact}
\end{equation}
For $r\gg d$, use $(1+x)^{-1/2}=1-\tfrac12x+\tfrac38x^2-\dots$ with $x=4d^2/r^2$:
\begin{equation}
U=\frac{q^2}{r}\left(\frac{2d^2}{r^2}-\frac{6d^4}{r^4}+\dots\right)
=\frac{2(qd)^2}{r^3}\left(1-\frac{3d^2}{r^2}+\dots\right).
\label{series}
\end{equation}
With $p=qd$ this is the Kohn--Lau law $U=2p^2/r^3$. Two dipoles $p$ standing side by side in free space would repel with half this energy, so the meaning of $p$ has to be settled.

The image is a device for writing the potential. The real screening charge lies on the surface, with a density fixed by the normal field, $\sigma=E_z/4\pi=-(1/4\pi)\,\partial\varphi/\partial z$ at $z=0$. Each term of (\ref{phi}) contributes $qd/(\rho^2+d^2)^{3/2}$ to $\partial\varphi/\partial z$ there, so
\begin{equation}
\sigma(\rho)=-\frac{qd}{2\pi(\rho^2+d^2)^{3/2}},\qquad
\int_0^\infty\sigma\,2\pi\rho\,d\rho=qd\left[\frac{1}{\sqrt{\rho^2+d^2}}\right]_0^\infty=-q .
\end{equation}
Adsorbate and screening charge are neutral together, so their dipole moment does not depend on the origin. Measured from $z=0$, the sheet contributes nothing and the charge contributes $qd$. Thus $p=qd$ is the moment of all the charge that is really present. The charge and its fictitious image have the moment $m=q\,(2d)=2p$.

Why, then, do two neutral objects of moment $p$ not repel as $p^2/r^3$? That law requires each charge distribution to be compact compared with $r$. The screening sheet is not compact: its density falls off as $-p/(2\pi\rho^3)$, and this tail reaches under the other adsorbate. Its effect follows from the normal field at the plane, at a distance $r\gg d$. The charge $q$ alone gives $E_z=-qd/r^3=-p/r^3$ on both sides of the plane. Just below the plane the total field must vanish, so the sheet supplies $+p/r^3$ there. The sheet's potential is symmetric about its own plane, so just above it supplies $-p/r^3$. The total field above is $-2p/r^3$, and near the surface
\begin{equation}
\varphi(r,z)\simeq\frac{2pz}{r^3}\qquad (z,d\ll r).
\label{far}
\end{equation}
A second charge $q$ at $z=d$ has the energy $q\varphi=2p^2/r^3$ in this potential, in agreement with (\ref{series}).

The opposite error starts from the image dipoles. Equation (\ref{far}) is the potential of a free-space dipole $m=2p$, and two such dipoles repel with $m^2/r^3=4p^2/r^3$. The field energy shows what is wrong. With $\mathbf E_1$ and $\mathbf E_2$ the fields of the two adsorbates, each including its screening charge, the cross term of $\int|\mathbf E_1+\mathbf E_2|^2d^3x/8\pi$ is
\begin{equation}
U=\frac1{4\pi}\int_{z>0}\mathbf E_1\cdot\mathbf E_2\,d^3x .
\label{field}
\end{equation}
The integral covers the vacuum, since the field inside the metal is zero. In the free-space problem of charges and images, the fields also fill $z<0$. Reflection in the plane reverses the sign of every charge there, which leaves $\mathbf E_1\cdot\mathbf E_2$ the same at mirror points. Half of the free-space energy therefore belongs to the fictitious fields below the surface, and
\begin{equation}
U=\frac12\,\frac{m^2}{r^3}=\frac{(2p)^2}{2r^3}=\frac{2p^2}{r^3}.
\end{equation}
Either moment may be used, provided the prefactor goes with it: $2$ for $p$, and $\tfrac12$ for $m$.

An adsorbate need not be a point charge. Let $\rho_a$ and $\rho_b$ be fixed charge distributions outside the metal, with moments $p_a=\int z\rho_a\,d^3x$ and $p_b=\int z\rho_b\,d^3x$ measured from the image plane. Two elements at heights $z$ and $z'$ with lateral distance $R$ interact through
\begin{align}
G&=\frac1{\sqrt{R^2+(z-z')^2}}-\frac1{\sqrt{R^2+(z+z')^2}}\nonumber\\
&\simeq-\frac{(z-z')^2-(z+z')^2}{2R^3}=\frac{2zz'}{R^3}.
\end{align}
If the adsorbates are small compared with their separation $r$, then $1/R^3$ may be replaced by $1/r^3$, with a relative error of the order of size over distance. The double integral of $\rho_aG\rho_b$ then factorizes:
\begin{equation}
U=\frac{2p_ap_b}{r^3}.
\label{general}
\end{equation}
This holds for charged and neutral adsorbates alike. Moments of equal sign repel and moments of opposite sign attract. If either moment vanishes, the leading term is absent and the interaction falls off faster. As a test, a charged and a neutral set of point charges, with moments $0.220$ and $0.320\,e\,\text{\AA}$, were summed directly at a separation of $4000\,\text{\AA}$. The energy was $1.00055$ times the value from (\ref{general}).

The same $p$ is obtained from the change of the work function. Consider a layer with $n$ adsorbates per unit area and average it laterally. Between the screening charge $-nq$ at $z=0$ and the charge $nq$ at $z=d$ the field is $E_z=-4\pi nq$; outside this double layer it is zero. Going outward, the potential rises by $4\pi nqd=4\pi np$. An electron has charge $-e$, so the work function $\Phi$ changes by
\begin{equation}
\Delta\Phi=-4\pi e\,n\,p=-2\pi e\,n\,m ,
\label{wf}
\end{equation}
which in SI units is $-enp/\varepsilon_0$. A positive charge outside the metal lowers the work function. The moment read from the form with $4\pi$ enters $2p^2/r^3$ directly, while the moment read from the form with $2\pi$ is $m$ and enters $m^2/(2r^3)$.

Take $q=0.5\,e$, $d=1.2\,\text{\AA}$ and $r=8\,\text{\AA}$ as round model parameters. Then $p=0.5\times1.2=0.6\,e\,\text{\AA}$, or $2.88$ debye. With $e^2/4\pi\varepsilon_0=14.40\,\text{eV\,\AA}$, the limiting law gives
\begin{equation}
U\simeq\frac{2\times14.40\times0.6^2}{8^3}\ \text{eV}=20.25\ \text{meV}.
\end{equation}
The full expression (\ref{exact}) gives $18.98$ meV, which is $0.937$ of the limiting law; the first correction in (\ref{series}) predicts $1-3\times1.2^2/8^2=0.9325$. Two independent evaluations test the factor of two. A three-dimensional quadrature of the vacuum field energy (\ref{field}) gives $18.98$ meV, and so does the potential obtained by integrating over the real screening sheet. Using $p^2/r^3$ would give $10.1$ meV. Inserting $m=1.2\,e\,\text{\AA}$ would give $40.5$ meV in the free-space formula and $81.0$ meV in the formula meant for $p$.

If such charges form a square layer of spacing $8\,\text{\AA}$, then $n=1/64\,\text{\AA}^{-2}$ and (\ref{wf}) gives
\begin{equation}
\Delta\Phi=-4\pi\times14.40\times\frac{0.6}{64}\ \text{eV}=-1.70\ \text{eV}.
\end{equation}
A direct sum over the charges and images of a finite square patch, evaluated $z=16\,\text{\AA}$ above its centre, reproduces $0.9982$ of the step $4\pi np$. The missing part comes from outside the patch. By (\ref{far}), the sites beyond the half-width $L$ would add
\begin{equation}
2pzn\int_{\rm outside}\frac{d^2R}{R^3}=2pzn\cdot8\int_0^{\pi/4}\frac{\cos\theta}{L}\,d\theta=\frac{8\sqrt2\,pzn}{L}.
\end{equation}
Relative to $4\pi np$ this is $2\sqrt2\,z/(\pi L)=0.0018$ for $L=8000\,\text{\AA}$, which accounts for the difference.

In a metal with a finite screening length, the image plane need not coincide with the edge of the metal. The direction and size of the shift depend on where the screening charge sits; the model used next confines that charge to the inside of the edge by construction. In self-consistent jellium calculations the electrons spill out and the image plane lies outside the edge of the positive background, so the inward shift found below belongs to the model; what carries over is that heights are measured from the centroid of the screening charge. The linear Thomas--Fermi model with a sharp edge at $z=0$ shows what replaces $d$. Inside the metal the screening charge density is $-\varphi/(4\pi\lambda^2)$, so that $\nabla^2\varphi=\varphi/\lambda^2$; at the edge $\varphi$ and its normal derivative are continuous. Let the adsorbate charge lie at height $h$ above the edge.

First spread the charge into a uniform layer of surface density $s$. Between edge and layer $\partial\varphi/\partial z=4\pi s$, as before. Inside the metal $\varphi=Ae^{z/\lambda}$, and matching the slopes gives $A=4\pi s\lambda$. The screening density is therefore $-(s/\lambda)e^{z/\lambda}$. Its integral is $-s$, and its centroid is
\begin{equation}
\int_{-\infty}^0 z\,\frac{e^{z/\lambda}}{\lambda}\,dz=-\lambda .
\end{equation}
Because the response is linear, the laterally integrated screening charge of a single point charge has the same profile. The total moment is thus $p=qh+q\lambda=qD$ with $D=h+\lambda$: again the charge times its distance to the image plane, which now lies at the centroid $z=-\lambda$.

It remains to show that this $p$ governs the interaction. For a unit charge, the lateral Fourier component of the potential in the vacuum, with wave number $k$, is
\begin{equation}
\varphi_k(z)=\frac{2\pi}{k}\left[e^{-k|z-h|}+\mathcal R\,e^{-k(z+h)}\right].
\end{equation}
Inside the metal it is $Be^{\kappa z}$ with $\kappa=\sqrt{k^2+\lambda^{-2}}$. Continuity of the potential and of the slope requires
\begin{equation}
\frac{2\pi}{k}e^{-kh}(1+\mathcal R)=B,\qquad 2\pi e^{-kh}(1-\mathcal R)=\kappa B .
\end{equation}
Eliminating $B$ gives $k(1-\mathcal R)=\kappa(1+\mathcal R)$, hence $\mathcal R=-(\kappa-k)/(\kappa+k)$. Multiply numerator and denominator by $\kappa-k$ and use $\kappa^2-k^2=\lambda^{-2}$:
\begin{equation}
\mathcal R=-\left(\sqrt{1+k^2\lambda^2}-k\lambda\right)^2=-e^{-2\,\mathrm{arsinh}(k\lambda)} .
\end{equation}
The last step uses $e^{-\mathrm{arsinh}\,t}=\sqrt{1+t^2}-t$. The argument leading to (\ref{work}) needed linearity alone, so the interaction is still $q$ times the potential due to the other adsorbate. Transforming back to lateral distance $r$, where the angular integral gives the Bessel function $J_0$,
\begin{align}
U&=q^2\int_0^\infty\frac{k\,dk}{2\pi}\,J_0(kr)\,\varphi_k(h)\nonumber\\
&=q^2\left[\frac1r-\int_0^\infty J_0(kr)\,e^{-2kh-2\,\mathrm{arsinh}(k\lambda)}\,dk\right].
\label{tf}
\end{align}
Large $r$ is governed by small $k$. Since $\mathrm{arsinh}\,t=t-t^3/6+\dots$, the exponential equals
\begin{equation}
e^{-2kD}\left(1+\tfrac13k^3\lambda^3\right)+\text{remainder}.
\end{equation}
The remainder is smooth, starts at order $k^5$ and decays exponentially at large $k$, so it contributes beyond order $r^{-5}$. The other two terms follow from
\begin{equation}
f(s)=\int_0^\infty J_0(kr)e^{-sk}dk=\frac1{\sqrt{r^2+s^2}}=\frac1r-\frac{s^2}{2r^3}+\frac{3s^4}{8r^5}-\dots
\end{equation}
A factor $k^3$ in the integrand is produced by $-d^3/ds^3$, and $-f'''(s)=-9s/r^5+\dots$. Setting $s=2D$,
\begin{align}
U&=q^2\left[\frac{2D^2}{r^3}-\frac{6D^4}{r^5}+\frac{\lambda^3}{3}\,\frac{18D}{r^5}+\dots\right]\nonumber\\
&=\frac{2p^2}{r^3}\left[1-\frac{3}{r^2}\left(D^2-\frac{\lambda^3}{D}\right)+\dots\right],\qquad p=qD .
\label{tfseries}
\end{align}
The leading law is unchanged once heights are measured from the image plane.

For $h=0.7\,\text{\AA}$ and $\lambda=0.5\,\text{\AA}$ the distance to the image plane is again $1.2\,\text{\AA}$, and $p$ is again $0.6\,e\,\text{\AA}$. At $r=8\,\text{\AA}$ the integral (\ref{tf}) gives $19.05$ meV, slightly above the $18.98$ meV of the ideal metal, as the sign of the $\lambda^3$ term requires. At $32\,\text{\AA}$ its ratio to the limiting law is $0.9961$, in agreement with (\ref{tfseries}). Measuring the height from the metal edge would give a moment of $0.35\,e\,\text{\AA}$ and, at $8\,\text{\AA}$, an energy of $6.89$ meV instead of the $20.25$ meV of the limiting law.

So far the charges were held fixed. Suppose instead that each can move vertically against a stiffness $K$, which includes the pull of its own image. By symmetry both shift by the same small $x$, and to leading order the pair energy over the ideal metal is
\begin{equation}
Kx^2+U+\frac{\partial U}{\partial d}\,x,\qquad \frac{\partial U}{\partial d}\simeq\frac{4q^2d}{r^3}.
\end{equation}
The minimum lies at $x=-(\partial U/\partial d)/(2K)$, and the energy is lowered by
\begin{equation}
\frac{(\partial U/\partial d)^2}{4K}\simeq\frac{4q^4d^2}{K\,r^6}.
\end{equation}
The response therefore leaves the $r^{-3}$ term intact, with $p$ the moment of the isolated adsorbate. For $K=5\,\text{eV/\AA}^2$ and $r=8\,\text{\AA}$, numerical minimization gives a lowering of $0.044$ meV. The leading formula gives $4\times(14.40\times0.5^2)^2\times1.2^2/(5\times8^6)\ \text{eV}=0.057$ meV. The difference arises because the exact derivative of (\ref{exact}) is $4q^2d/(r^2+4d^2)^{3/2}$, which multiplies the lowering by $(1+4d^2/r^2)^{-3}=1.09^{-3}=0.772$ and gives $0.044$ meV. Between $60$ and $120\,\text{\AA}$ the lowering falls by a factor $63.8$, close to $2^6=64$. In a dense layer, by contrast, the fields of many neighbours add up and can change $p$ itself. The moment read from (\ref{wf}) is then that of the layer, and the isolated value has to be taken from the limit of low coverage.

The law covers the electrostatic part of the interaction, for adsorbates whose charge lies outside the metal and whose separation is large compared with their heights and sizes. Interactions carried by the metal's electron waves, which oscillate with distance, are absent from both metal models used here and would have to be added separately. On a surface with a partly filled surface-state band their envelope falls only as $r^{-2}$, so at large separation they can exceed the electrostatic term. The interaction through elastic distortion of the substrate, which also falls as $r^{-3}$, is likewise not included.

\section*{Computed values}
\begin{verbatim}
e^2/(4 pi eps0) = 14.3996 eV angstrom
charge q = 0.50 e, height over image plane d = 1.20 angstrom
separation r = 8.0 angstrom
moment p = q d = 0.600 e angstrom = 2.882 debye
moment of charge plus image, m = 1.200 e angstrom
limiting law 2p^2/r^3 = 20.250 meV
full image energy = 18.978 meV
full / limiting law = 0.9372
1 - 3 d^2/r^2 = 0.9325
vacuum field energy (quadrature) = 18.979 meV
energy from real screening sheet = 18.978 meV
mistake p^2/r^3 = 10.125 meV
mistake m^2/r^3 = 40.499 meV
mistake 2m^2/r^3 = 80.998 meV
correct m^2/(2r^3) = 20.250 meV
extended adsorbates: moments 0.220 and 0.320 e angstrom
extended adsorbates at 4000 angstrom: energy / law = 1.00055
layer density n = 0.015625 per angstrom^2
work-function change = -1.696 eV
moment read with 2 pi n m = 1.200 e angstrom
lattice sum of step / (4 pi n p) = 0.9982
Thomas-Fermi length = 0.50 angstrom
charge height over metal edge = 0.70 angstrom
screening charge per unit charge = -1.00000
screening-charge centroid z = -0.50000 angstrom
height over image plane = 1.20000 angstrom
total moment for q = 0.50 e: 0.60000 e angstrom
mistake, height from metal edge, at r = 8: 6.890 meV
r (angstrom), law, ideal metal, Thomas-Fermi metal (meV):
     8  20.2495  18.9777  19.0485
    16  2.5312  2.4893  2.4921
    32  0.3164  0.3151  0.3152
Thomas-Fermi energy / law at 32 angstrom = 0.99610
predicted with first correction = 0.99609
spring stiffness = 5.0 eV/angstrom^2
relaxation gain at r = 8 angstrom = 0.0439 meV
gain(60 angstrom) / gain(120 angstrom) = 63.77
\end{verbatim}
